# Nitrogen diffusing without, and then against, its own composition gradient

Where gas transport limits the growth of a film, a model of the growth rate needs the diffusive fluxes of the gas species. The cheap choice gives species $i$ its own law, $J_i=-cD_i\,dx_i/dz$, with $c$ the total concentration and $x_i$ the mole fraction. The alternative couples all the fluxes through the Stefan-Maxwell equations. Applied to a species of uniform composition, the cheap law predicts that this species does not diffuse. The following case shows that prediction to fail, and the dilute limit of the coupled flux law shows when the cheap choice may be kept.

## The counter-example: two bulbs and a capillary

Let 1, 2 and 3 denote H$_2$, N$_2$ and CO$_2$. Two closed bulbs, each of volume $V=78$ cm$^3$, are joined by a capillary of length $L=8.6$ cm and diameter 0.21 cm, so its cross-section is $a=0.03464$ cm$^2$. The gas is ideal, at 308 K and 760 Torr. Initially

- bulb A holds $(x_1,x_2,x_3)=(0,\,0.5,\,0.5)$;
- bulb B holds $(0.5,\,0.5,\,0)$.

The capillary also starts with $x_2=0.5$ throughout, so nitrogen has no gradient anywhere. If nitrogen obeys a law using its own gradient alone, with no correction velocity added, both bulbs stay at $x_2=0.5$ for all time.

The binary diffusion coefficients are rough typical values: $D_{12}=0.83$, $D_{13}=0.68$ and $D_{23}=0.17$ cm$^2$/s. The coordinate $z$ runs from A to B, and $N_i$ is the molar flux in that direction. Temperature and pressure are uniform, so $c$ is constant. Each bulb then keeps its total number of moles, which requires $N_1+N_2+N_3=0$.

The Stefan-Maxwell equations balance the partial-pressure gradient of a species against its friction with the others:

$$c\frac{dx_i}{dz}=\sum_{j\ne i}\frac{x_iN_j-x_jN_i}{D_{ij}} .$$

With $\zeta=z/L$, $\nu_i=N_iL/c$ (in cm$^2$/s) and a prime for $d/d\zeta$, multiplication by $L/c$ gives

$$x_i'=\sum_{j\ne i}\frac{x_i\nu_j-x_j\nu_i}{D_{ij}} .\tag{1}$$

For nitrogen, insert $\nu_3=-\nu_1-\nu_2$ and collect terms:

$$x_2'=x_2\left(\frac1{D_{12}}-\frac1{D_{23}}\right)\nu_1-\left(\frac{x_1}{D_{12}}+\frac{x_2+x_3}{D_{23}}\right)\nu_2 .\tag{2}$$

Where $x_2'=0$, this leaves

$$\frac{\nu_2}{\nu_1}=\frac{x_2(1/D_{12}-1/D_{23})}{x_1/D_{12}+(x_2+x_3)/D_{23}} .$$

At the mean composition of the bulbs, $(0.25,0.5,0.25)$, the ratio is $0.5(1.205-5.882)/4.713=-0.496$. Hydrogen moves from B to A, so nitrogen moves from A to B at about half the hydrogen flux, with no gradient of its own.

The cause is friction. With velocities $u_i=N_i/(cx_i)$, the condition $x_2'=0$ reads

$$u_2=\frac{(x_1/D_{12})u_1+(x_3/D_{23})u_3}{x_1/D_{12}+x_3/D_{23}} .$$

Nitrogen takes a friction-weighted mean of the two other velocities. Since $D_{23}<D_{12}$, carbon dioxide grips it more strongly per molecule than hydrogen does, and nitrogen is carried along with the carbon dioxide.

## From a first flux to uphill diffusion

For hydrogen, equation (1) gives in the same way

$$x_1'=-\left(\frac{x_2}{D_{12}}+\frac{x_1+x_3}{D_{13}}\right)\nu_1+x_1\left(\frac1{D_{12}}-\frac1{D_{13}}\right)\nu_2 .\tag{3}$$

Equations (2) and (3) have the form $-x'=B\nu$. To invert $B$, write $p=1/D_{12}$, $q=1/D_{13}$, $r=1/D_{23}$. Because the fractions sum to one,

$$B=\begin{pmatrix}q+x_2(p-q)&-x_1(p-q)\\-x_2(p-r)&r+x_1(p-r)\end{pmatrix}.$$

In the determinant the products $x_1x_2(p-q)(p-r)$ cancel. What remains is

$$\det B=qr+x_1q(p-r)+x_2r(p-q)=x_1pq+x_2pr+x_3qr=\frac{S}{D_{12}D_{13}D_{23}},$$

$$S=x_1D_{23}+x_2D_{13}+x_3D_{12}.$$

Hence $\nu=-Fx'$ with $F=B^{-1}$. Exchanging the diagonal entries of $B$, reversing the signs of the others and dividing by $\det B$ gives

$$F_{11}=\frac{D_{13}[x_1D_{23}+(1-x_1)D_{12}]}{S},\qquad F_{12}=\frac{x_1D_{23}(D_{13}-D_{12})}{S},$$

$$F_{21}=\frac{x_2D_{13}(D_{23}-D_{12})}{S},\qquad F_{22}=\frac{D_{23}[x_2D_{13}+(1-x_2)D_{12}]}{S}.\tag{4}$$

At the mean composition $S=0.0425+0.34+0.2075=0.59$ cm$^2$/s. Thus $F_{21}=0.5\times0.68\times(-0.66)/0.59=-0.380$ cm$^2$/s. The other entries are $F_{11}=0.766$, $F_{12}=-0.011$ and $F_{22}=0.218$ cm$^2$/s.

The bulbs change slowly compared with the capillary, whose fluxes can therefore be taken as steady at each moment. The balances are $V\,dx_{iA}/dt=-a\nu_i/L$ and $V\,dx_{iB}/dt=+a\nu_i/L$. Their sum shows that the mean composition stays fixed. Their difference, with $d_i=x_{iB}-x_{iA}$, gives

$$\frac{d}{dt}d_i=\beta\nu_i,\qquad \beta=\frac{2a}{LV}=1.033\times10^{-4}\ \text{cm}^{-2}.$$

As a first approximation, freeze $F$ at the mean composition, so that $\nu=-Fd$. The eigenvalues of $F$ are

$$\lambda_{1,2}=\tfrac12\left[F_{11}+F_{22}\pm\sqrt{(F_{11}-F_{22})^2+4F_{12}F_{21}}\right]=0.774,\ 0.210\ \text{cm}^2/\text{s}.$$

Each $d_i$ is a combination of $e^{-\beta\lambda_1t}$ and $e^{-\beta\lambda_2t}$. Since $d_2(0)=0$, the two coefficients in $d_2$ are opposite. The initial slope $-\beta F_{21}d_1(0)$ fixes their size:

$$d_2(t)=\frac{-F_{21}d_1(0)}{\lambda_1-\lambda_2}\left(e^{-\beta\lambda_2t}-e^{-\beta\lambda_1t}\right).\tag{5}$$

Here $F_{21}<0$ and $d_1(0)=0.5$, so $d_2>0$ at every later time: B holds the larger nitrogen fraction. The flux $\nu_2$ has the sign of $d(d_2)/dt$. It is therefore positive, from A to B and up the nitrogen difference, until $d_2$ peaks. Setting the derivative to zero gives $\lambda_2e^{-\beta\lambda_2t}=\lambda_1e^{-\beta\lambda_1t}$, or

$$t_*=\frac{\ln(\lambda_1/\lambda_2)}{\beta(\lambda_1-\lambda_2)}=6.22\ \text{h}.$$

At that time (5) gives $d_2=0.337(0.615-0.167)=0.151$. The nitrogen flux is then zero although the difference is at its largest. Afterwards nitrogen flows down the difference, from B to A.

## The same cell without frozen coefficients

For constant fluxes, equation (1) is linear in the three fractions: $x'=Gx$, with $G_{ii}=\sum_{j\ne i}\nu_j/D_{ij}$ and $G_{ij}=-\nu_i/D_{ij}$ for $i\ne j$. The ends of the capillary are thus related by $x_B=e^Gx_A$. A numerical root search finds the fluxes that satisfy this relation, and Runge-Kutta integration advances the bulbs. The results are

| $t$ (h) | $x_2$ in A | $x_2$ in B | $\nu_2$ (cm$^2$/s) |
|---:|---:|---:|---:|
| 0 | 0.500 | 0.500 | 0.177 |
| 2 | 0.453 | 0.547 | 0.084 |
| 6 | 0.427 | 0.573 | 0.003 |
| 12 | 0.441 | 0.559 | −0.019 |
| 24 | 0.475 | 0.525 | −0.010 |

The row at $t=0$ takes the capillary as already steady. With $c=3.957\times10^{-5}$ mol/cm$^3$ from the ideal-gas law, its nitrogen flux is $c\nu_2/L=8.1\times10^{-7}$ mol/(cm$^2$ s), or 28 nmol/s through the capillary.

The flux changes sign at 6.33 h (about 22 800 s), when the difference is 0.146. By then $cV(0.5731-0.5)=0.226$ mmol of nitrogen has moved into B. Relative to these values, the frozen formula gives a time 2% too short and a peak 3% too high.

Separate laws cannot hold for all three species here, because their fluxes do not sum to zero, and the outcome depends on how the sum is restored. Take $D_i=(1-x_i)/\sum_{j\ne i}(x_j/D_{ij})$. At the mean composition the hydrogen and carbon dioxide laws give $-0.387$ and $+0.113$ cm$^2$/s for the initial differences. With carbon dioxide found by difference, nitrogen never moves. With nitrogen found by difference, its difference between the bulbs peaks at 0.21 near 6.0 h. With the common correction velocity, $N_i=J_i-x_i\sum_jJ_j$, nitrogen starts at about $0.5\times0.273=0.137$ cm$^2$/s and the peak is 0.115 near 6.6 h: the direction is right and the peak is about 20% low.

The matrix $F$ shows the competition behind the table. At 2 h the hydrogen difference is 0.284 and the nitrogen difference 0.094. The frozen coefficients give a drag term $0.380\times0.284=0.108$ and an opposing own-gradient term $0.218\times0.094=0.020$ cm$^2$/s: the drag wins. At 12 h the differences are 0.018 and 0.118, the terms are 0.007 and 0.026 cm$^2$/s, and the ordinary term wins.

"No gradient" needs care once the capillary is steady. Its end fractions may be equal while the profile between them is not flat. With the initial fluxes $\nu_1=-0.380$ and $\nu_2=0.177$ cm$^2$/s, equation (2) gives $x_2'=-0.15$ at end A and $+0.26$ at end B. The nitrogen fraction sags to 0.450 inside. At the bottom of the sag $x_2'=0$, yet the same flux passes through that section.

The sag also accounts for the error of the frozen initial flux, which is 0.190 instead of 0.177 cm$^2$/s. Since $B$ is linear in composition and $\nu$ is constant along $z$, integration of $-x'=B\nu$ gives exactly $x_A-x_B=B(\bar x)\nu$, where $\bar x$ is the average along the capillary. The frozen formula replaces $\bar x$ by the mean of the two ends, and this is its sole error.

## The correct general statement

**Statement.** In an isothermal, isobaric, ideal ternary gas with positive mole fractions, the diffusive flux of species 2 is

$$\nu_2=-F_{21}x_1'-F_{22}x_2',\qquad F_{22}>0,$$

with $F$ from (4). Where $x_2'=0$, this flux is nonzero if and only if $x_1'\ne0$ and $D_{12}\ne D_{23}$. It is uphill if and only if $-F_{21}x_1'$ has the sign of $x_2'$ and $|F_{21}x_1'|>F_{22}|x_2'|$.

**Proof.** The flux law is the second row of $\nu=-Fx'$, derived above for zero total flux. Every factor in $F_{22}$ is positive. At $x_2'=0$ the flux is $-F_{21}x_1'$, and by (4) $F_{21}$ vanishes for positive $x_2$ precisely when $D_{23}=D_{12}$. Uphill diffusion means $\nu_2x_2'>0$, that is, $-F_{21}x_1'x_2'>F_{22}(x_2')^2$. This is the stated pair of conditions.

A net flow $N_t=\sum_iN_i$ does not alter the result. Put $N_i=J_i+x_iN_t$. Then

$$x_iN_j-x_jN_i=x_iJ_j-x_jJ_i+(x_ix_j-x_jx_i)N_t=x_iJ_j-x_jJ_i ,$$

and the $J_i$ sum to zero. The statement therefore holds for $J_2$, and convection adds $x_2N_t$. $\square$

The statement concerns the flux relative to the molar-average velocity. Relative to the mass-average velocity, which flow solvers commonly use, $\nu_2$ is replaced by $\nu_2-x_2\sum_iM_i\nu_i/\sum_iM_ix_i$, with $M_i$ the molar masses. At the mean composition and the initial differences this is $-0.066$ instead of $+0.190$ cm$^2$/s, and for $D_{23}=D_{12}$ it is $-0.308$ instead of zero.

The dependence on $D_{23}$ can be followed in the cell. Keep $D_{12}$, $D_{13}$ and the initial bulbs fixed. For $D_{23}=D_{12}$ the nitrogen flux is zero. For $D_{23}=1.5D_{12}$, a hypothetical gas, the steady-capillary solution gives $\nu_2=-0.082$ cm$^2$/s: nitrogen now follows the hydrogen.

## Why uphill flow is allowed

At uniform temperature and pressure the entropy production per volume is $-R\sum_iN_i\,d\ln x_i/dz=(Rc/L^2)\sum_i(-\nu_ix_i'/x_i)$. Insert (1):

$$-\sum_i\frac{\nu_ix_i'}{x_i}=\sum_i\sum_{j\ne i}\frac{\nu_i(x_j\nu_i-x_i\nu_j)}{x_iD_{ij}} .$$

The terms $(i,j)$ and $(j,i)$ share the factor $(x_j\nu_i-x_i\nu_j)/D_{ij}$, multiplied by $\nu_i/x_i-\nu_j/x_j$. Each pair therefore combines to

$$\frac{(x_j\nu_i-x_i\nu_j)^2}{x_ix_jD_{ij}}\ge0 .$$

The second law constrains the sum, not each species. Integrated along the steady capillary, the sum becomes $\sum_i\nu_i\ln(x_{iA}/x_{iB})$. At 2 h its terms for H$_2$, N$_2$ and CO$_2$ are 0.278, −0.016 and 0.260 cm$^2$/s. The mixing of hydrogen with carbon dioxide pays for the uphill nitrogen.

## When a separate law for each species is safe

Let species 1 and 2 both be dilute in carrier 3. Then $S\to D_{12}$, and (4) gives $F_{11}\to D_{13}$ and $F_{22}\to D_{23}$, while $F_{12}\propto x_1$ and $F_{21}\propto x_2$ vanish. If the gradients are as small as the fractions, the cross terms are of second order. Dilute reactants in a single isothermal carrier gas may then keep their own Fick laws. The corrections are mole fractions multiplied by ratios of binary coefficients, for example $F_{21}/F_{22}\approx x_2D_{13}(1/D_{12}-1/D_{23})$, so heavy reactants in a light carrier must be more dilute than the mole fraction alone suggests. For N$_2$ and CO$_2$ at 5% each in H$_2$, the coefficients above give diagonal entries 14% and 11% below the binary values with H$_2$, and cross entries about 15% of the diagonal ones; at 1% each, these figures are 3 to 4%.

Diluteness of one species is not enough. Let species 2 be a trace in a mixture of 1 and 3. Its diffusive velocity at zero own gradient is

$$\frac{J_2}{cx_2}=-\frac{D_{13}(D_{23}-D_{12})}{x_1D_{23}+x_3D_{12}}\frac{dx_1}{dz},$$

which does not vanish with $x_2$. For trace nitrogen in equal parts of H$_2$ and CO$_2$ the factor before $dx_1/dz$ is $0.68\times0.66/0.50=0.90$ cm$^2$/s. A trace precursor likewise drifts where the carrier mixture varies across a boundary layer, if its binary coefficients with the two carriers differ.

## The model beside a real cell and a reactor

The dimensions are those of a small laboratory cell; the times are this model's, not measurements. The capillary holds $aL/V=0.4\%$ of a bulb volume and settles in about $L^2/(\pi^2\lambda_2)=36$ s, which supports the steady treatment. Diffusion into each bulb mouth, estimated as for a disc of uniform composition, adds $\pi/4$ of the capillary radius per end. This lengthens all times by about 2% and leaves the peak unchanged. The coefficients matter more: in the frozen formula a 5% larger $D_{23}$, with the others fixed, lowers the peak by 3%.

A hot-substrate reactor breaks the isothermal assumption. Thermal diffusion shifts a mole fraction by roughly $\alpha x(1-x)\ln(T_2/T_1)$. With a rough factor $\alpha=0.3$ and $x=0.5$, a 1 K error in the cell gives 0.0002, but a span from 300 to 1000 K gives 0.09. That is comparable with the nitrogen difference of 0.146 found here, so a reactor model with a thermal diffusion factor and composition of this size needs a thermal-diffusion term besides the coupled fluxes. Dilution does not remove this need: the steady fraction of a trace species that collects on the cold side varies as $T^{-\alpha}$, a fall of 30% over the same span with the same $\alpha$ (a rise of 44% for the opposite sign). The factor depends on composition: first-order kinetic theory with Lennard-Jones potentials gives about 0.35 for equal parts of H$_2$ with N$_2$ or CO$_2$, but 0.6 to 0.7 for a trace of either in H$_2$, whose fraction at 1000 K is then somewhat less than half of that at 300 K.

Numbers in the example were calculated in double precision.
